# Why One-Way Recursion for 3j Symbols Loses Its Digits

Q: I computed a row of 3j symbols by recursion, starting from a correct value at one end. Most of the row was fine, but the values near the other end were absurdly large. Is the recursion wrong?

A: Let us derive it and see. Take integer spins, fix $j_1,j_2,j_3,m_1$, and write

$$f(m)=\begin{pmatrix}j_1&j_2&j_3\\ m_1&m&m_3\end{pmatrix},\qquad m_3=-m_1-m .$$

With $\hbar=1$, these symbols are the coefficients of the three-spin state $|0\rangle$ of zero total angular momentum. On it $(\mathbf J_2+\mathbf J_3)|0\rangle=-\mathbf J_1|0\rangle$. Applying $\mathbf J_2+\mathbf J_3$ again, and using that it commutes with $\mathbf J_1$, gives

$$(\mathbf J_2+\mathbf J_3)^2|0\rangle=\mathbf J_1^2|0\rangle=j_1(j_1+1)|0\rangle .$$

The operator on the left does not change $m_1$, so the equation holds for each $m_1$ separately. Now expand

$$(\mathbf J_2+\mathbf J_3)^2=\mathbf J_2^2+\mathbf J_3^2+2J_{2z}J_{3z}+J_{2+}J_{3-}+J_{2-}J_{3+}$$

and collect the coefficient of $|m\rangle|m_3\rangle$. The term $J_{2+}J_{3-}$ brings in $f(m-1)$ with the factor

$$a(m)=\sqrt{(j_2+m)(j_2-m+1)(j_3+m_3+1)(j_3-m_3)} .$$

The term $J_{2-}J_{3+}$ brings in $f(m+1)$. Its factor is the same expression with $m\to m+1$, $m_3\to m_3-1$, which is $a(m+1)$. Hence

$$a(m+1)f(m+1)+d(m)f(m)+a(m)f(m-1)=0,\tag{1}$$

$$d(m)=j_2(j_2+1)+j_3(j_3+1)+2mm_3-j_1(j_1+1).$$

At the bottom site $a(m)=0$, and at the top site $M$ we have $a(M+1)=0$. One starting value therefore fixes the whole sweep. The recursion is correct; what remains to examine is its response to rounding.

Q: Why would rounding matter at one end and not in the middle?

A: The two kinds of region have a geometrical meaning. Let $p_i=j_i(j_i+1)-m_i^2$, with $m_2=m$; this is the squared length of spin $i$ projected on the $xy$ plane. Since $m_1^2=m^2+m_3^2+2mm_3$,

$$d=p_2+p_3-p_1 .$$

Also $(j_2+m)(j_2-m+1)=p_2+m$ and $(j_3+m_3+1)(j_3-m_3)=p_3-m_3$, so $a\approx\sqrt{p_2p_3}$ when $|m|\ll p_2$ and $|m_3|\ll p_3$. If the coefficients vary slowly, try $f(m+1)=e^{i\theta}f(m)$ in (1):

$$2\cos\theta=-\frac da\quad\Rightarrow\quad p_1\approx p_2+p_3+2\sqrt{p_2p_3}\cos\theta .$$

This is the law of cosines. Within these approximations, if the projected spins can form a triangle, $\theta$ is real and $f$ oscillates. If they cannot, the site is classically forbidden and the solutions grow or decay.

Q: Which of the two is the 3j symbol?

A: The decaying one, as seen when moving towards the end of the range. Suppose that

$$|d(m)|>a(m)+a(m+1)\tag{2}$$

at every site from some $s$ up to $M$. At the top, (1) reads $a(M)f(M-1)=-d(M)f(M)$, so $|f(M-1)|>|f(M)|$. Here $f(M)\neq0$, since otherwise (1) would make the whole row vanish. Now assume $|f(m)|>|f(m+1)|$. Then

$$a(m)|f(m-1)|\ge|d(m)||f(m)|-a(m+1)|f(m+1)|>a(m)|f(m)| .$$

By induction $|f|$ falls at each step towards $M$. Next take another solution $g$ that is nonzero at $m$ and did not decrease on arriving there, $|g(m)|\ge|g(m-1)|$. Then

$$a(m+1)|g(m+1)|\ge|d(m)||g(m)|-a(m)|g(m-1)|>a(m+1)|g(m)| ,$$

so $g$ grows at each later step. The mirrored argument holds at the bottom.

The inward recursion also shows that $f(m-1)/f(m)$ has the sign of $-d(m)$. For $d<0$ the wanted solution keeps its sign; for $d>0$ it alternates.

Q: Where does a rounding error enter this picture?

A: Suppose the upward sweep makes an error $\delta$ at site $k$, with $f(k-1)$ correct. The later error $e(m)$ obeys (1) with $e(k-1)=0$ and $e(k)=\delta$. In the forbidden region this is a growing solution.

Its size follows without approximation. Multiply (1) for $f$ by $e(m)$, multiply (1) for $e$ by $f(m)$, and subtract. The $d$ terms cancel, and what is left says that

$$W(m)=a(m)\,[f(m-1)e(m)-f(m)e(m-1)]$$

satisfies $W(m+1)=W(m)$. Its value at $k$ is $a(k)f(k-1)\delta$. Dividing by $a(m)f(m)f(m-1)$ gives

$$\frac{e(m)}{f(m)}-\frac{e(m-1)}{f(m-1)}=\frac{a(k)f(k-1)\,\delta}{a(m)f(m)f(m-1)} .$$

Sum from $k$ to $n$, provided no $f$ in the sum vanishes:

$$\frac{e(n)}{f(n)}=\delta\,a(k)f(k-1)\sum_{l=k}^{n}\frac1{a(l)f(l)f(l-1)} .\tag{3}$$

When $f$ decays strongly along the sweep, the last terms dominate and the relative error grows roughly as $1/f^2$. One factor $1/f$ comes from the growing error, the other from the shrinking value it is compared with. When $f$ grows along the sweep, as it does on leaving an end where (2) holds, the first terms dominate and the relative error stays near its initial size. That is why your starting end was safe.

Q: Can I estimate the damage per step from the coefficients alone?

A: Yes, if they change slowly. Freeze them at site $m$ and set $f(m+1)=\lambda f(m)$, $f(m)=\lambda f(m-1)$:

$$a(m+1)\lambda^2+d(m)\lambda+a(m)=0 .$$

With $\lambda=\mu\sqrt{a(m)/a(m+1)}$ this becomes $\mu+1/\mu=-d(m)/\sqrt{a(m)a(m+1)}$. Under (2) the right side exceeds 2 in size, because $a(m)+a(m+1)\ge2\sqrt{a(m)a(m+1)}$. Therefore

$$|\lambda_\pm|=\sqrt{\frac{a(m)}{a(m+1)}}\;e^{\pm\kappa(m)},\qquad \cosh\kappa(m)=\frac{|d(m)|}{2\sqrt{a(m)a(m+1)}} .\tag{4}$$

The larger root estimates the growth of the absolute error. The relative error grows by the ratio of the roots, $e^{2\kappa}$. Where $|d(m)|<2\sqrt{a(m)a(m+1)}$, which is the allowed region in this picture, the roots are complex conjugates with equal moduli, so neither solution outgrows the other exponentially.

Q: The coefficients do change from site to site. Does that spoil the estimate?

A: To first order the change cancels in the ratio. Take $d<0$; for $d>0$ a factor $(-1)^m$ reduces the problem to this case. Let $\alpha(x)=a(x+\tfrac12)$, so that $a(m+1)=\alpha(m+\tfrac12)$ and $a(m)=\alpha(m-\tfrac12)$. Write the two solutions as $f_\sigma=A\,e^{\sigma S}$ with $\sigma=\pm1$ and $S'=\kappa$. To first order in derivatives,

$$f_\sigma(m\pm1)=e^{\sigma S}e^{\pm\sigma\kappa}\left(A\pm A'+\tfrac12\sigma\kappa'A\right),\qquad \alpha(m\pm\tfrac12)=\alpha\pm\tfrac12\alpha' .$$

Insert these in (1). The terms without derivatives give $2\alpha\cosh\kappa=|d|$. The terms with one derivative give

$$\sigma\left[2\sinh\kappa\left(\tfrac12\alpha'A+\alpha A'\right)+\alpha\kappa'\cosh\kappa\,A\right]=0 .$$

Multiplied by $\sigma A$, the left side is the derivative of $\alpha\sinh\kappa\,A^2$. So $A\propto(\alpha\sinh\kappa)^{-1/2}$ for both solutions, and $f_+/f_-\propto e^{2S}$. After a few steps the error is essentially $f_+$. From $n-1$ to $n$ its relative size therefore grows by

$$\exp\left(2\int_{n-1}^{n}\kappa\,dx\right)\approx e^{\kappa(n-1)+\kappa(n)} .\tag{5}$$

Replacing $\alpha(m)$ by $\sqrt{a(m)a(m+1)}$ and the integral by its end values costs terms with two derivatives. Each derivative brings a factor of order $1/j$ when all spins and projections are scaled together, so the logarithm of (5) should be off by order $1/j^2$. At $m=48$ in the example below, scaled by 4 and then by 8, the deviation fell by a factor 3.99.

The estimate fails near the turning point, where $\kappa\to0$ and the amplitude $A$ blows up. It also degrades over the last few sites, where $a(m)$ vanishes as $\sqrt{M-m+1}$ and so varies on the scale of one site however large the spins are. In the example, (5) is about 6% too high on the step arriving at $M-2$ and about 15% too high at $M-1$, and scaling the spins up does not reduce this. At the last site it fails outright, because $a(M+1)=0$ makes $\kappa$ infinite. Equation (3) still holds there.

Q: Show me numbers.

A: Take the model spins $j_1=100$, $j_2=60$, $j_3=70$, $m_1=10$, so $m$ runs from $-60$ to $60$. Condition (2) holds for $m\le-46$ and for $m\ge38$. At $m=50$ we have $a(50)=1315.4$, $a(51)=1205.9$ and $d=-7470$, so

$$\cosh\kappa=\frac{7470}{2\sqrt{1315.4\times1205.9}}=2.966,\qquad \kappa=1.7505 .$$

The roots are 6.01 and 0.181. On the step from 50 to 51 an injected error grows by 5.99, while $f$ changes by a factor 0.160. The first-order expansion explains why the smaller root is the poorer estimate. It gives $f_\sigma(m+1)/f_\sigma(m)=e^{\sigma\kappa}(1+A'/A+\tfrac12\sigma\kappa')$ with $A'/A=-\alpha'/2\alpha-\tfrac12\kappa'\coth\kappa$, while $|\lambda_\sigma|\approx e^{\sigma\kappa}(1-\alpha'/2\alpha)$. The true ratio is therefore $|\lambda_\sigma|\,[1+\tfrac12\kappa'(\sigma-\coth\kappa)]$: the two corrections nearly cancel for $\sigma=+1$ and add for $\sigma=-1$. With $\kappa(48)=1.516$ and $\kappa(52)=2.016$, so $\kappa'\approx0.125$, and $\coth\kappa\approx1.06$, the factors are 0.996 and 0.87, against the observed 0.996 and 0.88. On the step from 49 to 50, the relative error grows by 29.2, and (5) gives 29.4. Over the steps arriving at $m=43$ to $58$, (5) is within 6.2% of the true growth per step.

An upward sweep in double precision, started from the correct value at $m=-60$, gives the values below. The errors depend on the rounding history: another order of the same operations changes them by a factor of a few and can flip the sign of the wrong values.

| $m$ | correct $f$ | computed | relative error |
|---|---|---|---|
| 38 | $7.19\times10^{-3}$ | $7.19\times10^{-3}$ | $2.6\times10^{-15}$ |
| 46 | $4.66\times10^{-6}$ | $4.66\times10^{-6}$ | $8.5\times10^{-10}$ |
| 50 | $9.750\times10^{-9}$ | $9.748\times10^{-9}$ | $1.6\times10^{-4}$ |
| 54 | $2.77\times10^{-12}$ | $-4.63\times10^{-9}$ | $1.7\times10^{3}$ |
| 60 | $1.38\times10^{-20}$ | $-0.778$ | $5.7\times10^{19}$ |

From 46 to 50 the relative error grows by $1.9\times10^5$. The rough $1/f^2$ rule gives $(4.66\times10^{-6}/9.75\times10^{-9})^2=2.3\times10^5$.

Q: So does the recursion diverge?

A: Not in the sense of tending to infinity, because the range is finite. Rounding error is amplified by a large, finite factor: a relative error of $10^{-15}$ placed at $m=38$ becomes $1.0\times10^{20}$ at $m=60$, a factor of about $10^{35}$. In exact arithmetic the same sweep would be correct. With 80 digits its relative error at $m=60$ is $1.7\times10^{-45}$, which agrees with $10^{-80}\times10^{35}$.

Q: Then I could start from the other end.

A: That moves the trouble to the other side. The downward sweep reaches $m=-60$ with a relative error of order one (0.95 in this run; the figure depends on the rounding history), so essentially no correct digit is left. The damage is smaller because $f$ falls less there, to $6.6\times10^{-11}$.

The cure is to sweep inward from both ends, so that $f$ grows through each forbidden region, and to join the pieces in the allowed region where $|f|$ is large. Scale one piece to match the other at the joining site. The overall factor follows from the relation to the Clebsch–Gordan coefficient,

$$f(m)=\frac{(-1)^{j_2-j_3-m_1}}{\sqrt{2j_1+1}}\,\langle j_2m\,j_3m_3|j_1,-m_1\rangle .$$

Since the coefficients are normalized, $\sum_mf(m)^2=1/(2j_1+1)$.

For the sign, the Condon–Shortley convention makes the coefficient with $m=j_2$ positive in the state of highest total projection. Lowering that state keeps it positive: a component with $m=j_2$ can come only from $J_{3-}$ acting on another component with $m=j_2$, and that matrix element is positive. So, when the row reaches $m=j_2$, as it does in this example ($M=60$), $f(j_2)$ has the sign $(-1)^{j_2-j_3-m_1}$, here $(-1)^{-20}=+1$.

Joined at $m=-7$, the two-sided sweep has relative errors of order $10^{-15}$ or less throughout both forbidden regions (at most $8.8\times10^{-16}$ in this run). Over the whole row its largest error is below $10^{-15}$ of the largest $|f|$ ($3.2\times10^{-16}$ in this run; both figures shift with the order of operations). The numerical check compares these sweeps with an explicit sum for each symbol.

Q: Could I have noticed the failure without a reference value?

A: In this case, yes. The normalization requires $|f|\le1/\sqrt{201}\approx0.071$, and the computed $-0.778$ violates it. But the value at $m=54$ is already wrong by a factor of more than a thousand and still looks harmlessly small. A safer warning comes from the coefficients: add $\kappa(n-1)+\kappa(n)$ along the outward steps, stopping at $n=M-1$ because $\kappa(M)$ is infinite. The last step multiplies the relative error by a further finite factor that the sum does not count. As a rough guide, the digits are gone when the sum nears the logarithm of the inverse relative error on entering the forbidden region. For an error of $10^{-16}$ that is $\ln10^{16}\approx37$, and here it is $\ln(1/2.6\times10^{-15})\approx33.6$. The error at the single entry site depends on the rounding history and can be small or large by accident, so the digits may be gone a few units earlier or later. Summed from $m=38$, it reaches 25.9 at $m=50$, where the relative error is $1.6\times10^{-4}$, and 33.4 at $m=52$, where the relative error is about 0.3.

## Numbers as computed

```
All quantities are dimensionless
j1, j2, j3, m1 = 100, 60, 70, 10
m2 range: -60 to 60, 121 sites
left forbidden region: m2 = -60 to -46
right forbidden region: m2 = 38 to 60
triangle fails to close: m2 <= -46 and m2 >= 38
largest |f| = 1.511363e-02
upward double sweep: m2, exact f, computed f, relative error
 -60  6.649455e-11  6.649455e-11 8.54e-17
 -50  6.975705e-04  6.975705e-04 2.65e-16
  38  7.193297e-03  7.193297e-03 2.63e-15
  42  4.200683e-04  4.200683e-04 1.50e-13
  46  4.662926e-06  4.662926e-06 8.53e-10
  50  9.749714e-09  9.748173e-09 1.58e-04
  54  2.770769e-12 -4.633527e-09 1.67e+03
  58  3.915733e-17 -2.890043e-04 7.38e+12
  60  1.376336e-20 -7.777959e-01 5.65e+19
upward sweep, max error/max|f| up to m2=38: 1.39e-15
upward sweep in 80 digits, relative error at end: 1.73e-45
downward double sweep, relative error at m2=-60: 9.52e-01
at m2=50: a(50) = 1315.4087, a(51) = 1205.8607, d(50) = -7470
kappa(50) = 1.75050
small root = 0.18140, f(51)/f(50) = 0.15996
large root = 6.01334, e(51)/e(50) = 5.98824
root ratio at m2=50 = 33.1488
injected relative error 1.0e-15 at m2=38 becomes 1.032e+20 at m2=60
step to m2: kappa, true growth of relative error, root estimate
  44 1.0889 7.8603 7.9444
  46 1.2986 12.0071 12.0853
  48 1.5157 18.4653 18.5653
  50 1.7505 29.2234 29.3909
  52 2.0162 48.7820 49.1394
  54 2.3346 89.1546 90.1509
  56 2.7505 191.5610 195.6322
  58 3.3941 579.2866 614.7301
largest deviation per step, m2=43 to 58: 6.12 percent
log10 of total growth over these steps: true 25.701, roots 25.798
growth from m2=46 to 58: rounding 8.6493e+21, injected 8.6493e+21
spin scale, log deviation of root estimate at m2=48*scale
   1 -5.4003e-03
   2 -1.3335e-03
   4 -3.3398e-04
   8 -8.3715e-05
deviation ratio, scale 4 to 8: 3.990
two-sided sweep joined at m2=-7: max error/max|f| = 3.21e-16
two-sided sweep, max relative error in forbidden regions: 8.78e-16
j1=20: alternating forbidden region m2 = -60 to -39
```
